# Decay and interpolation of Wannier electron-phonon matrix elements in insulators, part 2

Interpolating the electron-phonon matrix element from a coarse phonon mesh truncates a lattice sum, so its decay decides which terms need analytic treatment. The crystal is a three-dimensional insulator of cell volume \(\Omega\). Hartree atomic units are used, with electron charge \(-1\).

One atom, at \(\boldsymbol\tau\) in the cell, and one displacement direction are fixed. \(\partial V_{\mathbf R_p}\) is the derivative of the screened one-electron potential for displacing its copy in cell \(\mathbf R_p\), and \(\partial_{\mathbf q}V=\sum_{\mathbf R_p}e^{i\mathbf q\cdot\mathbf R_p}\partial V_{\mathbf R_p}\). The Wannier functions \(w_{n\mathbf R}\) are orthonormal and exponentially localized, with \(w_{m\mathbf 0}\) concentrated near \(\mathbf r_m\). The element \(g_{mn}(\mathbf R_e,\mathbf R_p)=\langle w_{m\mathbf 0}|\,\partial V_{\mathbf R_p}\,|w_{n\mathbf R_e}\rangle\) decays exponentially in \(\mathbf R_e\) and satisfies
\[
g_{mn}(\mathbf k,\mathbf q)=\sum_{\mathbf R_e}e^{i\mathbf k\cdot\mathbf R_e}g_{mn}(\mathbf R_e,\mathbf q),\qquad
g_{mn}(\mathbf R_e,\mathbf q)=\sum_{\mathbf R_p}e^{i\mathbf q\cdot\mathbf R_p}g_{mn}(\mathbf R_e,\mathbf R_p)=\langle w_{m\mathbf 0}|\partial_{\mathbf q}V|w_{n\mathbf R_e}\rangle .\tag{2}
\]

With \(\mathbf K=\mathbf q+\mathbf G\) and \(\mathbf G\) a reciprocal lattice vector, the first-order charge gives the electrostatic potential \(\varphi(\mathbf K)=4\pi\rho(\mathbf K)/K^2\); the electron feels \(-\varphi\). The label sc marks the short-circuit response, with \(\varphi_0\equiv\varphi(\mathbf q)\) held at zero, which is analytic at \(\mathbf q=0\). With \(\tilde\chi\) the macroscopic charge induced per unit \(\varphi_0\) and \(\varepsilon\) the clamped-ion dielectric tensor,
\[
\varphi_0=\frac{4\pi\rho^{\rm sc}(\mathbf q)}{q^2-4\pi\tilde\chi(\mathbf q)}.\tag{6}
\]
\[
q^2-4\pi\tilde\chi(\mathbf q)=\mathbf q\cdot\varepsilon\cdot\mathbf q+O(q^4).\tag{7}
\]

Let \(\delta\equiv\delta_{mn}\,\delta_{\mathbf R_e,\mathbf 0}\), \(\mathbf Z^*\) be the Born charge vector and \(Q\) the dynamical quadrupole. The screened pair dipole is \(\mathbf D=\langle w_{m\mathbf 0}|\mathbf r-\mathbf r_m|w_{n\mathbf R_e}\rangle+\mathbf L\), where \(\mathbf L\) is the local-field contribution. Then
\[
M_{\beta\gamma}=\tfrac12\delta\,Q_{\beta\gamma}-\tfrac12\left(Z^*_\beta D_\gamma+Z^*_\gamma D_\beta\right),\tag{10}
\]
\[
g(\mathbf R_e,\mathbf q)=g^{\rm sc}(\mathbf R_e,\mathbf q)+e^{i\mathbf q\cdot(\mathbf r_m-\boldsymbol\tau)}\left[h_{-1}(\mathbf q)+h_0(\mathbf q)+O(q)\right],
\]
\[
h_{-1}=\frac{4\pi}{\Omega}\,\frac{i\delta\,\mathbf q\cdot\mathbf Z^*}{\mathbf q\cdot\varepsilon\cdot\mathbf q},\qquad
h_0=\frac{4\pi}{\Omega}\,\frac{\mathbf q\cdot M\cdot\mathbf q}{\mathbf q\cdot\varepsilon\cdot\mathbf q}.\tag{11}
\]
Here \(h_{-1}\) is the Fröhlich divergence. The bracket is a ratio of analytic functions; its successive terms \(h_j\) are polynomials of degree \(j+2k\) divided by \((\mathbf q\cdot\varepsilon\cdot\mathbf q)^k\), homogeneous of degree \(j\) and of parity \((-1)^j\).

The inverse of (2) is
\[
g(\mathbf R_e,\mathbf R_p)=\frac{\Omega}{(2\pi)^3}\int_{\rm BZ}e^{-i\mathbf q\cdot\mathbf R_p}g(\mathbf R_e,\mathbf q)\,d^3q .
\]
Assume that \(g(\mathbf R_e,\mathbf q)\) is smooth in the zone away from \(\mathbf q=0\), as it is in a gapped system with a stable response. Let \(\theta(\mathbf q)\) be a smooth function equal to one near the origin and zero near the zone boundary. The part \((1-\theta)g+\theta g^{\rm sc}\) is smooth and periodic, and repeated integration by parts shows that its coefficients fall faster than any power of \(R_p\). In the remainder the phases combine to \(e^{i\mathbf q\cdot\mathbf d}\), with
\[
\mathbf d=\mathbf r_m-\boldsymbol\tau-\mathbf R_p
\]
the vector from the displaced atom to the Wannier centre. For the terms \(h_{-1}\) and \(h_0\) the factor \(\theta\) may be replaced by one and the integral extended over all \(\mathbf q\). The added piece \((1-\theta)h_j\) is smooth, and using \(e^{i\mathbf q\cdot\mathbf d}=(-\nabla_q^2/d^2)^ne^{i\mathbf q\cdot\mathbf d}\) and integrating by parts gives \(d^{-2n}\) times an integrand of degree \(j-2n\) at large \(q\), integrable once \(2n>j+3\), so the piece is again smaller than any power of \(1/d\). The \(O(q)\) remainder \(r(\mathbf q)\) has derivatives of order \(p\) bounded by a constant times \(q^{1-p}\), from the rational structure just described. Split it smoothly at \(q\sim1/d\). The inner part is at most a constant times \(\int_{q<1/d}q\,d^3q\propto d^{-4}\). The outer part, after the same integration by parts with \(2n>4\), is at most a constant times \(d^{-2n}\int_{q>1/d}q^{1-2n}d^3q\propto d^{-2n}d^{2n-4}=d^{-4}\). The remainder is \(O(d^{-4})\). For any homogeneous term, the substitution \(\mathbf q\to\mathbf q/\lambda\) shows that its transform \(H_j\) obeys \(H_j(\lambda\mathbf d)=\lambda^{-3-j}H_j(\mathbf d)\), and \(\mathbf q\to-\mathbf q\) shows that \(H_j\) has parity \((-1)^j\).

Both leading transforms derive from one function. Substitute \(\mathbf q=\varepsilon^{-1/2}\mathbf k\), so that \(d^3q=d^3k/\sqrt{\det\varepsilon}\), \(\mathbf q\cdot\varepsilon\cdot\mathbf q=k^2\) and \(\mathbf q\cdot\mathbf d=\mathbf k\cdot\varepsilon^{-1/2}\mathbf d\). The Coulomb transform \(\int d^3k\,(2\pi)^{-3}4\pi e^{i\mathbf k\cdot\mathbf x}/k^2=1/|\mathbf x|\) then gives
\[
W(\mathbf d)=\int\frac{d^3q}{(2\pi)^3}\frac{4\pi\,e^{i\mathbf q\cdot\mathbf d}}{\mathbf q\cdot\varepsilon\cdot\mathbf q}=\frac1{\sqrt{\det\varepsilon}\;\varrho},\qquad \varrho^2=\mathbf d\cdot\varepsilon^{-1}\cdot\mathbf d .\tag{12}
\]
The factor \(\Omega\) of the inverse transform cancels the \(1/\Omega\) in (11). A factor \(iq_\beta\) is produced by \(\partial/\partial d_\beta\), and \(q_\beta q_\gamma\) by \(-\partial_\beta\partial_\gamma\). Therefore
\[
g_{mn}(\mathbf R_e,\mathbf R_p)=\delta\;\mathbf Z^*\cdot\nabla W(\mathbf d)-M_{\beta\gamma}\,\partial_\beta\partial_\gamma W(\mathbf d)+O(d^{-4}),\tag{13}
\]
with repeated indices summed. With \(\mathbf y=\varepsilon^{-1}\mathbf d\), one has \(\partial_\beta\varrho^2=2y_\beta\), so \(\partial_\beta\varrho=y_\beta/\varrho\), and \(\partial_\gamma y_\beta=\varepsilon^{-1}_{\beta\gamma}\). Differentiating \(1/\varrho\) once and twice,
\[
\partial_\beta W=-\frac{y_\beta}{\sqrt{\det\varepsilon}\,\varrho^3},\qquad
\partial_\beta\partial_\gamma W=\frac1{\sqrt{\det\varepsilon}}\left(\frac{3y_\beta y_\gamma}{\varrho^5}-\frac{\varepsilon^{-1}_{\beta\gamma}}{\varrho^3}\right).\tag{14}
\]

The sign of the first term of (13) can be read physically. Take an isotropic medium, a positive ion at distance \(R\) along \(+x\) from the electron, and a displacement along \(+x\). Then \(\mathbf d=-R\hat{\mathbf x}\), \(W=1/(\varepsilon d)\) and \(\mathbf Z^*\cdot\nabla W=+Z^*/(\varepsilon R^2)\): moving the attractive ion away raises the electron's energy. The split between the two terms depends on the reference point, but the sum does not. Shifting \(\mathbf r_m\) by \(\mathbf s\) changes \(\mathbf d\) by \(\mathbf s\), which adds \(\delta Z^*_\beta s_\gamma\partial_\beta\partial_\gamma W\) to the first term. It also changes \(\mathbf D\) by \(-\delta\,\mathbf s\), which adds \(\delta\,Z^*_\beta s_\gamma\), symmetrized, to \(M\) and subtracts the same amount through the second term.

Equation (13) sharpens the loose statement that \(g\) follows the displacement potential. The \(R_p^{-2}\) dipole tail lives only in the elements with \(m=n\) and \(\mathbf R_e=0\), since orthogonality removes the monopole of every other pair density. The \(R_p^{-3}\) tail has two sources. The quadrupole of the displaced atom acts on the same diagonal on-site elements. The dipole field of the atom acts on the pair dipole \(\mathbf D\), which exists for off-diagonal and off-site pairs and includes the local field \(\mathbf L\). If the atom sits at an inversion centre, \(Q\) vanishes (a displacement is odd under inversion and a second moment is even), yet a polar crystal still has \(R_p^{-3}\) tails through \(\mathbf Z^*\mathbf D\). If \(\mathbf Z^*=0\), only \(Q\) remains. A part of \(M\) proportional to \(\varepsilon\) leaves no tail at all: in (11) it gives a constant, which is analytic, and in (14) \(\varepsilon_{\beta\gamma}\partial_\beta\partial_\gamma W\propto3\,\mathbf y\cdot\varepsilon\cdot\mathbf y/\varrho^5-3/\varrho^3=0\) because \(\mathbf y\cdot\varepsilon\cdot\mathbf y=\varrho^2\). The expansion holds at fixed \(\mathbf R_e\) for \(d\) large compared with the extent of the pair density, which grows with \(|\mathbf R_e|\).

The result fails where (7) fails. In a metal treated with a response analytic in \(\mathbf q\), a potential wave of vanishing wavevector does move charge, \(-4\pi\tilde\chi(0)=k_0^2>0\), the denominator of (6) is nonzero at \(\mathbf q=0\), and \(g\) is analytic there. A sharp Fermi surface introduces other singularities at finite \(\mathbf q\), with oscillating Friedel tails, which this derivation does not cover. In a two-dimensional sheet the Coulomb kernel is a different nonanalytic function and the powers must be derived anew.

The consequences for interpolation follow from the structure of the interpolant. On the mesh \(\mathbf q'=\sum_i(m_i/N)\mathbf b_i\), with \(\mathbf b_i\) the reciprocal basis vectors, one forms
\[
g_N(\mathbf R)=\frac1{N^3}\sum_{\mathbf q'}e^{-i\mathbf q'\cdot\mathbf R}g(\mathbf q'),\qquad
I_N(\mathbf q)=\sum_{\mathbf R\in\text{box}}\omega_{\mathbf R}\,e^{i\mathbf q\cdot\mathbf R}g_N(\mathbf R),\tag{15}
\]
where \(\mathbf R\) stands for \(\mathbf R_p\), the label \(\mathbf R_e\) is suppressed, the box is the Wigner-Seitz cell of the \(N^3\) supercell, and the weights \(\omega_{\mathbf R}\) share each boundary point equally among its images. The sample at \(\mathbf q'=0\) cannot be the value of \(g\), which has no limit there. The natural choice is the short-circuit value \(g^{\rm sc}(0)\), obtained by dropping the \(\mathbf G=0\) term. Inserting (2) into \(g_N\) and using \(N^{-3}\sum_{\mathbf q'}e^{i\mathbf q'\cdot(\mathbf R'-\mathbf R)}=1\) when \(\mathbf R'-\mathbf R=N\mathbf T\) for a lattice vector \(\mathbf T\), and zero otherwise, gives the image sum
\[
g_N(\mathbf R)=\sum_{\mathbf T}g(\mathbf R+N\mathbf T).\tag{16}
\]
For \(R^{-2}\) and \(R^{-3}\) tails this sum is not absolutely convergent. It acquires a meaning by damping \(g(\mathbf R)\) with a very broad Gaussian in \(\varrho\). This Gaussian is centred at \(\mathbf d=0\), so in reciprocal space it averages \(e^{-i\mathbf q\cdot(\mathbf r_m-\boldsymbol\tau)}g(\mathbf q)\), the function with the phase of (11) taken out, over a very narrow Gaussian. (A Gaussian centred at \(\mathbf R=0\) would average \(g\) itself, and the first-order term of the phase times \(h_{-1}\) would then add another finite constant at the origin.) As the damping is removed, the samples at \(\mathbf q'\neq0\) are recovered, \(h_{-1}\) averages to zero at the origin because it is odd, and \(h_0\) averages to a finite angular mean. Any other choice of the origin sample differs from this by a finite constant \(c\) and shifts \(g_N(\mathbf R)\) by \(c/N^3\). The images contaminate \(g_N\) in a definite pattern. Expanding \(H_j\) about the image position in powers of the small vector, the term of order \(n\) scales as \(N^{-3-j-n}\) and involves an \(n\)-th derivative of \(H_j\), of parity \((-1)^{j+n}\), summed over \(\mathbf T\) and \(-\mathbf T\). Only even \(j+n\) survives, so at fixed \(\mathbf R\)
\[
g_N(\mathbf R)=g(\mathbf R)+\frac{c_3(\mathbf R)}{N^3}+\frac{c_5(\mathbf R)}{N^5}+\dots\tag{17}
\]

The interpolant \(I_N\) is a finite sum of exponentials. It is bounded and continuous, and it reproduces the samples, so \(I_N(\mathbf q)\to I_N(0)\), the origin sample, from every direction. When \(\delta\,\mathbf Z^*\neq0\), the true function diverges as \(1/q\) and the error is unbounded for every \(N\). When \(h_{-1}\) is absent or has been removed together with its phase factor in (11), the true function tends to \(g^{\rm sc}(0)+h_0(\hat{\mathbf q})\) and the error along \(\hat{\mathbf q}\) tends to \(h_0(\hat{\mathbf q})\) for the short-circuit sample. No other sample \(c\) removes it. For real \(h_0\), the triangle inequality \(\max h_0-\min h_0\le|\max h_0-c|+|c-\min h_0|\) shows that
\[
\sup_{\mathbf q}|g-I_N|\ \ge\ \tfrac12\left(\max_{\hat{\mathbf q}}h_0-\min_{\hat{\mathbf q}}h_0\right)\quad\text{for all }N.\tag{18}
\]

How the error scales near the origin follows from homogeneity. Let \([\mathbf R]\) be the image of \(\mathbf R\) folded into the box. Inserting (16) into (15) turns \(I_N\) into \(\sum_{\mathbf R}g(\mathbf R)e^{i\mathbf q\cdot[\mathbf R]}\) over all lattice vectors, and points inside the box cancel against the exact series, so
\[
g(\mathbf q)-I_N(\mathbf q)=\sum_{\mathbf R\notin\text{box}}g(\mathbf R)\left(e^{i\mathbf q\cdot\mathbf R}-e^{i\mathbf q\cdot[\mathbf R]}\right).
\]
Outside the box only the tails matter. Set \(\mathbf R=N\mathbf s\) and look at a point a fixed fraction of a mesh step from the origin, \(\mathbf q=\mathbf x/N\). The phases depend on \(\mathbf x\cdot\mathbf s\) and \(\mathbf x\cdot[\mathbf s]\) alone, the sum becomes \(N^3\Omega^{-1}\int d^3s\) at large \(N\), and a tail of degree \(j\) contributes \(N^{-3-j}\). To leading order in \(1/N\),
\[
g-I_N\big|_{\mathbf q=\mathbf x/N}=N^{-j}\,\mathcal E_j(\mathbf x),\tag{19}
\]
where \(j\) is the lowest degree present and \(\mathcal E_j\) does not depend on \(N\) (for \(j\le0\) the integral is read with the damping above, and the choice of origin sample adds a term of order \(N^0\)). Plain interpolation of a polar coupling has an error growing as \(N\) at corresponding points, and a degree-zero singularity leaves an error independent of \(N\). Refining the mesh shrinks the faulty region without lowering the fault inside it.

On a reciprocal axis of an orthorhombic lattice, \(\mathcal E_j\) has a closed form. The box is a product of intervals \(-N/2\le n\le N/2\) with half weights at the ends, so \(I_N(\mathbf q)=\sum_{\mathbf q'}D_N(\mathbf q-\mathbf q')g(\mathbf q')\) with a kernel that is a product of three one-dimensional factors. For a separation of \(y\) mesh steps and \(\vartheta=2\pi y/N\), the geometric sum \(\sum_{n=-N/2}^{N/2}e^{in\vartheta}=\sin[(N+1)\vartheta/2]/\sin(\vartheta/2)=\sin(N\vartheta/2)\cot(\vartheta/2)+\cos(N\vartheta/2)\), less half of the two end terms, \(\cos(N\vartheta/2)\), gives
\[
D_N(y)=\frac{\sin\pi y}{N}\cot\frac{\pi y}{N}\ \longrightarrow\ \frac{\sin\pi y}{\pi y}\equiv\operatorname{sinc}y .
\]
The kernel vanishes at nonzero integer \(y\) within the mesh, so on the axis only samples on the axis contribute. Constants are interpolated exactly, which means \(\sum_m\operatorname{sinc}(x-m)=1\). On the axis \(h_0\) is a constant at all samples except the origin, where the short-circuit choice assigns it zero, so the interpolant is \(h_0(1-\operatorname{sinc}x)\) and the error is \(h_0\operatorname{sinc}x\). On the axis \(h_{-1}=bN/x\) for a constant \(b\). Using \(\sin\pi(x-m)=(-1)^m\sin\pi x\) and \(1/[(x-m)m]=x^{-1}[1/m+1/(x-m)]\),
\[
\sum_{m\ne0}\operatorname{sinc}(x-m)\,\frac{bN}{m}=\frac{bN}{x}\left[\frac{\sin\pi x}{\pi}\sum_{m\neq0}\frac{(-1)^m}{m}+\sum_{m\ne0}\operatorname{sinc}(x-m)\right]=\frac{bN}{x}\left[0+1-\operatorname{sinc}x\right],
\]
the first sum vanishing between \(m\) and \(-m\). The error is \(h_{-1}\operatorname{sinc}x\). In both cases the interpolant misses the fraction \(\operatorname{sinc}x\) of the singular term. At a fixed nonzero \(\mathbf q\) on the axis, \(x\) grows as \(N\) and the error envelope falls only as \(1/N\).

The cure is to subtract a periodic function with the same singularity, interpolate the difference, and add the function back:
\[
g^{\rm L}(\mathbf q)=\frac{4\pi}{\Omega}\sum_{\mathbf G,\ \mathbf K\ne0}e^{i\mathbf K\cdot(\mathbf r_m-\boldsymbol\tau)}\,\frac{i\delta\,\mathbf K\cdot\mathbf Z^*+\mathbf K\cdot M\cdot\mathbf K}{\mathbf K\cdot\varepsilon\cdot\mathbf K}\;e^{-\mathbf K\cdot\varepsilon\cdot\mathbf K/4\eta^2}.\tag{20}
\]
The sum over \(\mathbf G\) makes it periodic and the Gaussian makes the sum converge. The damping adds no singularity. With \(u=\mathbf q\cdot\varepsilon\cdot\mathbf q\), one has \(e^{-u/4\eta^2}/u=1/u+(e^{-u/4\eta^2}-1)/u\), and the second piece is an entire function of \(u\). The \(\mathbf G\neq0\) terms are analytic near the origin, and they appear alike in the origin sample and in the limit \(\mathbf q\to0\), so the limits found above apply unchanged to the subtracted function. If only the \(\mathbf Z^*\) term of (20) is kept, the difference has lowest degree zero, and (18) and (19) give an \(N\)-independent error. If both terms are kept, the difference is continuous, its lowest degree is one, its tail is \(R_p^{-4}\), and the error at corresponding points falls as \(1/N\). Convergence remains algebraic. The degree-zero term is small beside the Fröhlich divergence in a longitudinal optical mode, but that comparison does not extend to every mode. A rigid translation of an insulator produces no polarization, so the Born charges sum to zero over the cell and \(h_{-1}\) cancels at leading order in a long-wave acoustic mode. In off-diagonal Wannier elements, and in crystals with \(\mathbf Z^*=0\), it is absent from the start. In those cases degree zero is the lowest singular order that can remain.

A model in which the screening is solved self-consistently shows these statements at work without any tail being inserted by hand. Numbers are in eV and ångström, which means that expressions such as (11) and (13) are multiplied by \(e^2=14.3996\) eV Å. The lattice is tetragonal with \(a=3.0\) Å, \(c=3.6\) Å and \(\Omega=32.40\) Å\(^3\). The parameters are round values chosen for the model. Each lattice site carries a polarizable cloud of polarizability \(\alpha=4.0\) Å\(^3\). A dipole \(\mathbf p\) on it is the charge \(-\mathbf p\cdot\nabla n\), with \(n\) a normalized Gaussian of standard deviation \(s=1.0\) Å and transform \(f(K)=e^{-K^2s^2/2}\). An ion of charge \(Z=2.0\) with the same profile sits at fractional position \((0.30,0.20,0.35)\), which is not an inversion centre, and is displaced along \(x\). There is no exchange-correlation term. For the displacement wave of unit amplitude, with \(\mathbf p\,e^{i\mathbf q\cdot\mathbf R}\) the induced dipole at site \(\mathbf R\),
\[
\rho(\mathbf K)=\frac{f(K)}{\Omega}\,(-i\mathbf K)\cdot\left[Z\hat{\mathbf x}\,e^{-i\mathbf K\cdot\boldsymbol\tau}+\mathbf p\right].\tag{21}
\]
The field acting on the cloud at the origin is \(-\nabla\varphi\) averaged over \(n\), namely \(\sum_{\mathbf G}(-i\mathbf K)\varphi(\mathbf K)f(K)\). This sum includes the field of the cloud on itself, \(-\int d^3K(2\pi)^{-3}4\pi\hat{\mathbf K}(\hat{\mathbf K}\cdot\mathbf p)f^2=-\gamma\mathbf p\). The angular average of \(\hat{\mathbf K}\hat{\mathbf K}\) is one third of the unit matrix and \(\int d^3K(2\pi)^{-3}e^{-K^2s^2}=(4\pi s^2)^{-3/2}\), so \(\gamma=(4\pi/3)(4\pi s^2)^{-3/2}=0.0940\) Å\(^{-3}\). Removing the self-field by adding \(\gamma\mathbf p\), setting \(\mathbf p=\alpha\mathbf E\) and using \((-i)^2=-1\),
\[
\left[\left(\frac1\alpha-\gamma\right)\mathbb 1+\frac{4\pi}\Omega\sum_{\mathbf G}\frac{\mathbf K\mathbf K}{K^2}f^2\right]\mathbf p=-\frac{4\pi Z}{\Omega}\sum_{\mathbf G}\frac{\mathbf K K_x}{K^2}f^2e^{-i\mathbf K\cdot\boldsymbol\tau}.\tag{22}
\]
The matrix is positive definite for every real \(\mathbf q\), because \(1/\alpha=0.25\) Å\(^{-3}\) exceeds \(\gamma\) and the sum is positive semidefinite. The coupling is \(g=-\sum_{\mathbf G}\varphi(\mathbf K)F(\mathbf K)\) with \(F(\mathbf K)=\int w_{m\mathbf 0}w_{n\mathbf R_e}e^{i\mathbf K\cdot\mathbf r}d^3r\).

The power-law tails in \(\mathbf R_p\) are given by (13), and near \(\mathbf q=0\) mesh refinement alone cannot remove the interpolation error they cause, whereas subtracting both singular terms makes the error at corresponding points fall as \(1/N\). What remains is to solve the model just set up and compare its decay, tail coefficients and interpolation errors with these results.
